ZBL repulsion between argon and silicon at one ångström

**Question**

I am trying to understand argon ion impacts on silicon in directional etching. Coulomb's law for the two nuclei, 1 Å apart, gives me about 3.6 keV. That seems absurd beside ion energies of tens of eV. I am told that the Ziegler-Biersack-Littmark (ZBL) universal potential brings this down to roughly 60 eV, but I get lost among the screening length and the four exponentials.

Could someone work the number through? I would also like to know whether a 60 eV argon ion really gets to 1 Å from a silicon atom, and whether "screening" here just means that the electrons hide the nuclear charges.

**Answer**

Both numbers follow from their formulas. The 60 eV is not the ion energy needed to reach 1 Å, however, and the word "screening" covers more than electrostatics. I use eV and Å, and count the energy from zero at infinite separation.

**The bare repulsion**

The ZBL potential is

V(r) = (Z₁Z₂k/r) φ(x), with x = r/a and k = e²/(4πε₀) = 14.3996 eV Å.

Here Z₁ = 18 for argon, Z₂ = 14 for silicon, a is a screening length and φ is a pure number. Without φ, at r = 1 Å,

V_bare = 18 × 14 × 14.3996 / 1 = 3628.7 eV.

**The screening length**

The universal fit uses

a = 0.8854 a₀/(Z₁^0.23 + Z₂^0.23), with a₀ = 0.52918 Å.

The factor 0.8854 comes from the Thomas-Fermi model of a single atom. In Hartree units, let U(r) be the electrostatic potential around a nucleus of charge Z. In a neutral atom the electrons fill all momentum states up to p, where p²/2 = U. Two spin states per orbital state give the density

n = p³/(3π²) = (2U)^(3/2)/(3π²).

Outside the nucleus, Poisson's equation for a spherical potential is

(1/r) d²(rU)/dr² = 4πn.

Write U = Zχ(s)/r with r = Ls. Then rU = Zχ, and each derivative with respect to r brings a factor 1/L:

Zχ''/(L²r) = (4/(3π)) (2Zχ/r)^(3/2).

Multiply by L²r/Z and replace r by Ls:

χ'' = (8√2/(3π)) Z^(1/2) L^(3/2) χ^(3/2)/√s.

The equation becomes the same for every atom if the prefactor is one, which requires

L = (3π/(8√2))^(2/3) Z^(−1/3) = 0.8853 Z^(−1/3) bohr.

The customary 0.8854 is larger than this by less than 0.01%, which does not matter here. The combination Z₁^0.23 + Z₂^0.23 does not follow from this argument. It is an empirical choice that brings the computed energies of many atom pairs close to one common curve.

For our pair, 18^0.23 = 1.9441 and 14^0.23 = 1.8349, so

a = 0.8854 × 0.52918/(1.9441 + 1.8349) = 0.1240 Å,

x = 1/0.12398 = 8.066.

One ångström is thus about eight screening lengths.

**The four exponentials**

The fitted function is

φ(x) = 0.18175 exp(−3.19980x) + 0.50986 exp(−0.94229x) + 0.28022 exp(−0.40290x) + 0.02817 exp(−0.20162x).

At x = 8.066 the terms are, in order:

- first: 1.1 × 10⁻¹²
- second: 0.00026
- third: 0.01087
- fourth: 0.00554

Their sum is φ = 0.01667. Therefore

V(1 Å) = 3628.7 eV × 0.016665 = 60.5 eV, or 2.22 hartree.

The reduction is by a factor of 60. The third term supplies about 65% of φ and the fourth about 33%. The fourth has the smallest coefficient, but it decays most slowly.

Two limits help in reading the formula. The four coefficients add up to one, so φ → 1 as r → 0 and the bare repulsion returns. At large r the fourth term survives, and V falls as exp(−r/λ)/r with λ = a/0.20162 = 0.61 Å. This tail is positive everywhere. The formula therefore has no bonding well and no van der Waals attraction, and it should not be used for atoms near their equilibrium distances.

**How steep is it?**

Take the logarithm of V, so that ln V = constant − ln r + ln φ(r/a). Since d ln φ/d ln r = xφ'/φ,

d ln V/d ln r = −1 + xφ'/φ.

Differentiating the exponentials gives xφ' = −0.04627 at our distance, so

d ln V/d ln r = −1 − 0.04627/0.016665 = −3.78.

Increasing r by 1% lowers V by about 3.7%. Near 1 Å the potential acts like an inverse power of nearly four, against one for bare charges. The repulsive force is

−dV/dr = 3.78 × 60.5 eV/1 Å ≈ 228 eV/Å.

**Does a 60 eV ion get to 1 Å?**

No, not against a free silicon atom at rest. The silicon recoils, and part of the ion's energy stays in the motion of the centre of mass.

Let the ion have mass M₁ = 39.95 u, speed v and energy E = M₁v²/2, and let silicon have M₂ = 28.09 u. At closest approach in a head-on collision the atoms have the same velocity w. Momentum conservation gives

w = M₁v/(M₁ + M₂).

The kinetic energy at that moment is

(M₁ + M₂)w²/2 = E M₁/(M₁ + M₂).

The rest is stored in the potential:

V(r_min) = E − E M₁/(M₁ + M₂) = E M₂/(M₁ + M₂) = 0.4128 E.

To reach 1 Å the ion therefore needs

E = 60.47 eV/0.4128 = 146.5 eV.

Now take a 50 eV ion. It has 0.4128 × 50 = 20.6 eV available for the approach. Solving V(r) = 20.6 eV numerically gives r_min = 1.31 Å. At that distance the bare repulsion is still 3628.7/1.3054 = 2780 eV, but φ has dropped to 20.64/2780 = 0.0074.

These are head-on values. If the ion's initial line of flight misses the silicon atom by a distance p, conservation of angular momentum keeps an energy 0.4128 E p²/r² in the sideways relative motion. The turning point then obeys

V(r_min) = 0.4128 E (1 − p²/r_min²).

Less energy is available for compression, so at the same E the closest approach is larger than for p = 0.

**Is it just electrons hiding the charges?**

One can read φ that way. Imagine silicon's nucleus as a bare test charge in the potential Z₁kφ/r of a dressed argon nucleus. Poisson's equation then assigns to the dressing an electron density

n_eq = Z₁φ''/(4πa²r).

By Gauss's law, the fraction of the nuclear charge left uncancelled inside r is

q(x) = φ − xφ' = 0.01667 + 0.04627 = 0.063.

So this cloud cancels about 94% of argon's charge within 1 Å. The energy is reduced further, to 1.7% of its bare value, because the potential collects the field from r outwards:

φ(x)/x = ∫ₓ^∞ q(s)/s² ds.

Since dq/ds = −sφ'' is negative, q keeps falling along the way. If q stayed at its value at x, the integral would give φ = q; because it falls, φ is smaller than q.

This cloud is only an equivalent description, because silicon has electrons too. To see the physical contributions, I overlapped the electron densities of the two free atoms without letting them relax. The densities came from unrestricted Hartree-Fock calculations in the cc-pVTZ basis and were averaged over directions. In Hartree units, with densities n₁ and n₂ and nuclei a distance R apart, the electrostatic energy is

E_es = Z₁Z₂/R − Z₁∫n₂/r₁ dV − Z₂∫n₁/r₂ dV + ∬n₁(r)n₂(r')/|r − r'| dV dV',

where r₁ and r₂ are the distances from the argon and silicon nuclei.

Overlap also changes the kinetic energy. In a uniform electron gas filled up to momentum p, the mean kinetic energy per electron is (3/5)p²/2, and p = (3π²n)^(1/3). Using this locally gives

ΔT = (3/10)(3π²)^(2/3) ∫[(n₁ + n₂)^(5/3) − n₁^(5/3) − n₂^(5/3)] dV.

The bracket is positive wherever the densities overlap, because the power exceeds one. Physically, the Pauli principle forces electrons sharing the same space into higher momentum states. Dirac's local exchange energy adds

ΔE_x = −(3/4)(3/π)^(1/3) ∫[(n₁ + n₂)^(4/3) − n₁^(4/3) − n₂^(4/3)] dV.

Numerical integration at 1 Å gives:

- electrostatic: −32.5 eV
- kinetic: +124.4 eV
- exchange: −20.7 eV
- total: +71.2 eV

The electrostatic energy is negative at 1 Å. The electrons do more than hide the 3.6 keV nuclear repulsion; they overcompensate it slightly. A negative energy does not mean an attractive force, however: the electrostatic energy has its minimum near 1.04 Å, rises again at shorter distances and is about +200 eV at 0.5 Å. In this frozen-density model, the total at 1 Å is positive because of the kinetic cost of overlap. The ZBL function φ packs the net result into a single factor multiplying Coulomb's law. It is therefore a screening function for the total energy, not for the electrostatic part alone.

**How far can the 60 eV be trusted?**

The frozen-density total is 18% above the ZBL value. At 0.5 Å it is 645 eV against 574 eV from ZBL, or 12% above. Neither calculation is a reference for the other. The frozen-density energy uses local functionals and leaves out correlation, relaxation and relativity. ZBL smooths over many atom pairs, and the energies it was fitted to also came from overlapped, unrelaxed atomic densities with local functionals. Errors common to both, such as the missing relaxation, do not show in the difference, so 18% is not a bound on the error.

Letting the electrons relax need not bring the energy back to 60 eV. An unrestricted Hartree-Fock calculation of the pair in a small basis (uncontracted cc-pVDZ, triplet state) gives about 88 eV at 1 Å, 45% above ZBL. Going to uncontracted cc-pVTZ lowers this by about 3 eV, to 85 eV, and the PBE functional in the smaller basis also gives about 85 eV. These values are not converged in the basis, so they are not a reference either, but all of them lie 40 to 45% above ZBL. "Roughly 60 eV" is thus the value of the ZBL formula, and the true pair energy may differ from it by tens of percent. With 71 or 88 eV in place of 60.5 eV, the ion energy needed to reach 1 Å would rise from about 147 eV to about 172 or 213 eV.

Other effects can be sized for the same impact:

- **Ion charge.** Replacing the argon atom by a rigid Ar⁺ density raises the frozen-density energy by 3.7 eV, to 74.9 eV. This leaves out the polarization of silicon and any electron transfer during the approach.

- **Neighbouring atoms.** Put the ion 1 Å directly above a top atom of an ideal Si(111) surface. With a rough lattice constant of 5.43 Å, the bond length is d = √3 × 5.43/4 = 2.351 Å. Each of the three back bonds makes an angle of cosine −1/3 with the outward normal, so the ion lies √(1 + d² + 2d/3) = 2.845 Å from each neighbour (lengths in Å). Their combined ZBL repulsion is 1.16 eV, about 2% of the main term. This holds the struck atom at its lattice site. In the free-atom collision it has already recoiled by about 0.2 Å at closest approach, which brings the ion nearer to the three back neighbours and raises their sum to about 1.6 eV. The six nearest atoms in the surface layer, 3.84 Å to the side, add roughly 0.3 eV more.

- **Energy lost to electrons.** The Lindhard-Scharff formula gives the stopping cross-section S = 8πka₀ Z₁^(7/6) Z₂ (Z₁^(2/3) + Z₂^(2/3))^(−3/2) v/v₀, where v₀ is the Bohr speed. At 146.5 eV, v/v₀ = 0.0122. Multiplying S by the atomic density 8/(5.43 Å)³ gives about 1 eV/Å, or 3 eV over an assumed path of 3 Å. At such a low speed this is an order of magnitude only.

**What this means for etching**

Ion energies in directional plasma etching run roughly from tens to hundreds of eV, and 50 eV is a plausible rough value for the argon step of atomic layer etching. With the ZBL potential and the head-on, free-atom assumptions above, such an ion turns back near 1.3 Å, not at 1 Å. ZBL gives about 21 eV at that distance. The relaxed neutral pair (uncontracted cc-pVDZ, triplet) gives about 26.5 eV with Hartree-Fock and 25 eV with PBE, 20 to 30% higher, so on those curves the ion would turn back somewhat farther out.

A real etched surface may also be covered by chlorine or another reactant. The ion may then strike that atom first, and the argon-silicon number does not describe that collision. For a simulation of gentle etching, ZBL is a usable first approximation to the close argon-silicon repulsion, with an error that may reach tens of percent at these energies, but the silicon-silicon and silicon-reactant bonds need a potential that contains bonding.
